Stress tensor with ultrasoft pseudopotentials in a plane-wave basis, part 1

(Sections cited here and not found follow in the second part.)

Ultrasoft stress at fixed reduced plane-wave coefficients: a working notebook

Entry 1. What dimensions and symmetry allow

Hartree atomic units are used throughout. A homogeneous strain maps r to (1+ε)r. The nine numbers ε_ab are dimensionless, so dE/dε_ab is an energy per cell, and the stress is that energy divided by the cell volume Ω:

σ_ab = (1/Ω) dE/dε_ab,   p = −(σ_xx + σ_yy + σ_zz)/3

With this sign a compressed crystal has negative σ and positive pressure p.

An ultrasoft pseudopotential brings four atomic objects: projectors β_i(r), augmentation functions Q_ij(r), their integrals q_ij = ∫Q_ij d³r, and bare coefficients D⁰_ij. All are rigid: they ride on the atom and do not deform with the cell. If the orbitals are described by coefficients c(G) attached to integer labels, and those coefficients are held fixed, the strain reaches these objects only through Ω and through the wave vector at which their Fourier transforms are evaluated. For a transform F(K), the first-order change is linear in ε and in the gradient of F, and has the dimensions of F. The wave vector itself changes by an amount linear in ε and in K, so the gradient comes with exactly one factor of K, and the two-index objects so built are K_a ∂F/∂K_b, its transpose, and δ_ab K·∇F; kinematics will select the first. An explicit factor Ω^s adds s δ_ab F. The numbers q_ij and D⁰_ij carry no wave vector and no Ω, so they have no strain derivative.

The new energy terms are bilinear in the projections P_in = ⟨β_i|ψ_n⟩. The ultrasoft stress therefore has two possible pieces: a weight W_ij multiplying ∂(P*_in P_jn)/∂ε_ab, and the product P*P multiplying a potential and −G_a ∂Q_ij/∂G_b.

The weight is fixed by the freedom in the zero of energy. Adding a constant V₀ to the potential V cannot change a stress. It raises each eigenvalue e_n by V₀, and it raises ∫V Q_ij d³r by V₀ q_ij. A weight of the form D⁰_ij + ∫V Q_ij + λ e_n q_ij changes by (1+λ)V₀ q_ij, so λ = −1. The weight is D_ij − e_n q_ij with D the screened coefficient D⁰ + ∫V Q, and it depends on the band. Finally, an antisymmetric ε is a rigid rotation and costs no energy, so the sum of the two pieces must be a symmetric tensor, although nothing forces each piece to be symmetric.

Entry 2. Kinematics

The lattice vectors become a_i′ = (1+ε)a_i. The reciprocal vectors obey b_j·a_i = 2πδ_ij before and after, which requires b_j′ = (1+ε)^(−T) b_j, the inverse transpose. A wave vector K = k + G = Σ_j (m_j + κ_j) b_j has integer labels m_j and reduced k-point coordinates κ_j, all fixed. To first order (1+ε)^(−T) = 1 − ε^T, so

K′_c = K_c − Σ_d ε_dc K_d,   ∂K_c/∂ε_ab = −K_a δ_bc

The chain rule gives, for any function of the wave vector,

∂F(K)/∂ε_ab = −K_a ∂_b F,   ∂_b ≡ ∂/∂K_b   (2.1)

and with F = K², ∂K²/∂ε_ab = −2K_aK_b. The volume is Ω′ = Ω det(1+ε) = Ω(1 + tr ε) to first order, so ∂Ω/∂ε_ab = Ω δ_ab. The atoms keep their reduced coordinates (clamped ions): τ = Σ t_i a_i, so K·τ = 2π Σ (m_i + κ_i) t_i, and every phase e^(−iK·τ) is strain-free.

The orbital is

ψ(r) = Ω^(−1/2) Σ_G c(G) e^(iK·r)

The set of integer labels in the sum is fixed. Holding c fixed means that the orbital is stretched with the cell, since K′·r′ = K·r, and rescaled by Ω^(−1/2). The ordinary norm over the cell is ⟨ψ|ψ⟩ = Σ|c(G)|², with no strain in it.

Entry 3. Simplest case: one electron, one s projector, no augmentation

Take E = ½ΣK²|c|² + D⁰|P|² with one real spherical projector at τ. Write β̃(K) = ∫β(r)e^(−iK·r)d³r. The plane-wave component of the projector and the projection are

β(K) = Ω^(−1/2) β̃(K) e^(−iK·τ),   P = Σ_G β*(K) c(G)

The constraint Σ|c|² = 1 contains no strain. At the minimum, a first-order change of c that respects the constraint does not change E, so dE/dε is the partial derivative at fixed c. The kinetic term gives ½·(−2K_aK_b)|c|². The projector has the factor Ω^(−1/2), whose logarithmic derivative is −½δ_ab, and the shape factor, to which (2.1) applies:

∂β(K)/∂ε_ab = −½δ_ab β(K) − Ω^(−1/2) e^(−iK·τ) K_a ∂_b β̃(K)   (3.1)

dE/dε_ab = −Σ K_aK_b|c|² + D⁰ · 2Re[P* ∂P/∂ε_ab],   ∂P/∂ε_ab = Σ_G (∂β/∂ε_ab)* c(G)

The gradient acts on β̃ only, not on the phase, because the phase was shown to be invariant.

Test on isotropic strain, ε = η·1, for which d/dη is the trace Σ_a ∂/∂ε_aa. Equation (3.1) gives −(3/2)β̃ − K·∇_K β̃ for the effective change of the shape factor. The same quantity follows in real space. Put the atom at the origin; the stretched orbital is ψ_η(r) = (1+η)^(−3/2) ψ(r/(1+η)), so dψ/dη = −(3/2)ψ − r·∇ψ. Integrating by parts, −∫β r·∇ψ = ∫∇·(rβ) ψ = ∫(3β + r·∇β)ψ, so dP/dη = ∫[(3/2)β + r·∇β]ψ d³r. The transform of ∇·(rβ) is iK·(i∇_K β̃) = −K·∇_K β̃, because multiplication by x_b becomes i∂_b and ∂/∂x_a becomes iK_a. Since (3/2)β + r·∇β = ∇·(rβ) − (3/2)β, its transform is −K·∇_K β̃ − (3/2)β̃, in agreement. With D⁰ = 0 the trace of dE/dε is −2E_kin, the free-electron scaling E ∝ (1+η)^(−2).

Entry 4. One electron, one s projector, with augmentation

Now the electron has an augmentation function Q(r) with transform Q(G) = ∫Q(r)e^(−iG·r)d³r and charge q = Q(0), and it moves in a given real periodic potential V(r) = ΣV(G)e^(iG·r). Its density is |ψ|² plus |P|²Q(r−τ) repeated in every cell, and the normalization is that the total charge be one:

c†Sc = 1,   S(G,G′) = δ_GG′ + q β(K)β*(K′)

The potential energy of the augmentation charge is |P|²∫V(r)Q(r−τ)d³r over all space. Because V is real, V(r) = ΣV*(G)e^(−iG·r), and the integral is ΣV*(G)e^(−iG·τ)Q(G). The energy is c†Hc with

H(G,G′) = ½K²δ_GG′ + V(G−G′) + D β(K)β*(K′),   D = D⁰ + Σ_G V*(G)Q(G)e^(−iG·τ)

The constraint now depends on strain through β. Write e = c†Hc/c†Sc, which is stationary in c when Hc = eSc. Differentiating e c†Sc = c†Hc, the terms with dc are (dc)†(H − eS)c and its conjugate, and they vanish. With c†Sc = 1,

de/dε = c†(∂H/∂ε − e ∂S/∂ε)c   (4.1)

In ∂H the projector part is D ∂(ββ†) + (∂D)ββ†, and ∂S = q ∂(ββ†). The derivative of D has a term from ∂V and a term from ∂Q, the latter given by (2.1). Collecting,

de/dε_ab = −ΣK_aK_b|c|² + Σ_G (∂V*(G)/∂ε_ab) N(G) + (D − e q) 2Re[P* ∂P/∂ε_ab] + |P|² Σ_G V*(G) e^(−iG·τ)(−G_a∂_bQ(G))   (4.2)

where N(G) = Σ_G′ c*(G′)c(G′+G) + |P|²Q(G)e^(−iG·τ). The two ∂V terms, from c†(∂V)c and from ∂D, have merged into one sum over the full density, smooth plus augmented.

Test with a basis of one plane wave k and V(r) = V₀, independent of strain. Let w = |β(k)|². Then D = D⁰ + V₀q and e = (½k² + V₀ + Dw)/(1 + qw). The quotient rule gives

de/dε_ab = (−k_ak_b + D ∂w)/(1+qw) − e q ∂w/(1+qw)

With |c|² = 1/(1+qw) and ∂|P|² = |c|²∂w this is (4.2): the last term of (4.2) has only G = 0, where the factor G_a kills it. Also e = V₀ + (½k² + D⁰w)/(1+qw), so D − eq = D⁰ − q(½k² + D⁰w)/(1+qw) has no V₀ in it. For q → 0 and Q → 0, with V constant as in this test, the result of Entry 3 returns; a potential that varies in space keeps its ∂V term.

The term −e q ∂|P|² has a plain meaning. Stretching the orbital at fixed c changes the augmentation charge by q ∂|P|² while the smooth charge stays. The true strained state has charge one, so this excess must be taken out again, and removing charge from the level returns energy e per electron.

Entry 5. The self-consistent functional and its Lagrangian

Let there be atoms I, several projectors i per atom, and bands n with fixed occupations f_n. One k-point is written; a sum over a full set of k-points, not reduced by symmetry, adds only weights. Q_ij(r) is real and symmetric in ij, and D⁰ is real and symmetric. Define

P^I_in = Σ_G β^I_i*(K) c_n(G),   ρ^I_ij = Σ_n f_n P^I_in* P^I_jn

It is convenient to use the reduced density N(G) = Ω n(G), where n(r) = Σ n(G)e^(iG·r), because its smooth part is strain-free at fixed c:

N(G) = Σ_n f_n Σ_G′ c_n*(G′)c_n(G′+G) + Σ_I,ij ρ^I_ij Q_ij(G) e^(−iG·τ_I)   (5.1)

N(0) is the number of electrons per cell. The energy is

E = ½Σ_n f_n Σ K²|c_n|² + Σ_I,ij D⁰_ij ρ^I_ij + E_d[N; ε] + E_ion(ε)

where E_d holds the local, Hartree and exchange-correlation energies and E_ion is the ion-ion energy. The potential is V = δE_d/δn(r). For a variation at fixed cell, δE_d = ∫_Ω V δn d³r = ΩΣV*(G)δn(G), so

δE_d = Σ_G V*(G) δN(G)   (5.2)

The constraints are c_m†Sc_n = δ_mn with S = 1 + Σ_I,ij q_ij β^I_i β^I_j†. With a Hermitian matrix of multipliers,

L = E − Σ_mn Λ_mn (c_n†Sc_m − δ_mn)

Vary c_n*. The smooth part of (5.1) in (5.2) gives Σ_G V*(G) c*(G′)c(G′+G); setting G″ = G′+G and using V*(G) = V(−G) turns it into c*(G′)V(G′−G″)c(G″). The augmentation part gives δρ_ij times ΣV*Q_ij e^(−iG·τ), which joins D⁰_ij δρ_ij. Thus

f_n H c_n = Σ_m Λ_mn S c_m,   H = ½K² + V + Σ_I,ij D^I_ij β^I_i β^I_j†

D^I_ij = D⁰_ij + Σ_G V*(G) Q_ij(G) e^(−iG·τ_I)   (5.3)

D^I is real and symmetric, since the sum equals ∫V(r)Q_ij(r−τ_I)d³r. Multiplying by c_m† gives Λ_mn = f_n H_mn. Hermiticity of Λ and H gives f_n H_mn = f_m H_mn, so H_mn = 0 between states of different occupation. Among states of equal occupation, a unitary mixing leaves ρ, N and E unchanged and may be chosen to diagonalize H. In that basis Hc_n = e_n S c_n and Λ_mn = f_n e_n δ_mn.

Along the self-consistent solution c(ε), Λ(ε) the constraints hold, so E(ε) = L(c(ε), Λ(ε), ε). The total derivative has three parts. The part through c vanishes because L is stationary in c without restriction; the part through Λ vanishes because ∂L/∂Λ is the constraint. What is left is

Ωσ_ab = ∂L/∂ε_ab at fixed c = ∂E/∂ε_ab|_c − Σ_n f_n e_n c_n†(∂S/∂ε_ab)c_n   (5.4)

This step assumes that c(ε) is differentiable, which requires that no occupied level crosses an empty one and that the self-consistent solution does not branch at the strain considered. It also assumes that c is self-consistent; an unconverged density gives an error of first order in the stress even though it is of second order in the energy. It is L and not E that may be differentiated at fixed c. For S = 1 the second term is zero and the two coincide, which is the norm-conserving case. If the orbitals are not eigenstates but a unitary mixture of eigenstates of equal occupation, as in direct minimization for an insulator, the last term is Σ_mn Λ_mn c_n†(∂S)c_m with the full matrix Λ_mn = f_n H_mn. Mixing states of different occupation changes the density and leaves the stationary point, and (5.4) then does not apply. With smeared occupations the free energy is stationary in the f_n at fixed electron number as well, the entropy term has no explicit strain, and (5.4) holds for the free energy.

Entry 6. The terms at fixed N(G)

E_d depends on strain explicitly and through N. By (5.2),

∂E_d/∂ε|_c = ∂E_d/∂ε|_N + Σ_G V*(G) ∂N(G)/∂ε|_c   (6.1)

The first term has the norm-conserving form, evaluated with the full augmented density.

Hartree: E_H = (2π/Ω)Σ_(G≠0)|N|²/G². The factor 1/Ω gives −δ_ab E_H, and ∂(1/G²) = −(−2G_aG_b)/G⁴:

∂E_H/∂ε_ab|_N = −δ_ab E_H + (4π/Ω)Σ_(G≠0)|N|² G_aG_b/G⁴

The trace is −3E_H + 2E_H = −E_H, the scaling of a Coulomb energy as inverse length.

Local: for one species with spherical potential of transform v(G²) and structure factor s(G) = Σ_I e^(−iG·τ_I), E_loc = (1/Ω)Σ s*(G)v N(G), and

∂E_loc/∂ε_ab|_N = −δ_ab E_loc − (2/Ω)Σ_(G≠0) s*(G)N(G) v′(G²) G_aG_b,   v′ = dv/d(G²)

Local-density xc: E_xc = ∫_Ω g(n)d³r. At fixed reduced position and fixed N, n = N/Ω gives ∂n = −δ_ab n, and the volume element gives +δ_ab:

∂E_xc/∂ε_ab|_N = δ_ab (E_xc − ∫v_xc n d³r),   v_xc = dg/dn

For Slater exchange g ∝ n^(4/3), v_x n = (4/3)g, and the term is −δ_ab E_x/3. A gradient-corrected functional adds a term from the strain of ∇n, and a core correction adds the strain derivative of the core density; both belong to this entry and leave the form of the ultrasoft terms alone.

The G = 0 components need a remark. The divergent Coulomb parts of E_H, E_loc and E_ion cancel in a neutral cell and are dropped, leaving the finite v(0) = lim[v + 4πZ/G²]. At fixed c the cell does not stay neutral, because N(0) changes with ρ. This does no harm. E(ε) is needed only where the constraints hold, and the argument of Entry 5 works for any smooth definition of E away from that surface. Two definitions that agree on the neutral surface and differ in their dependence on N(0) differ in V(G=0) by a constant, and Entry 9 shows that the stress does not feel it, provided D and e_n are computed with the same V(0).

Entry 7. The two ultrasoft terms

Only the augmentation part of (5.1) changes at fixed c. The phases are invariant, so

∂N(G)/∂ε_ab = Σ_I,ij [ (∂ρ^I_ij/∂ε_ab) Q_ij(G) + ρ^I_ij (−G_a∂_bQ_ij(G)) ] e^(−iG·τ_I)   (7.1)

Three places in (5.4) contain ∂(P*P). The bare term gives D⁰_ij ∂ρ_ij. The first bracket of (7.1) in (6.1) gives ∂ρ_ij ΣV*Q_ij e^(−iG·τ), which with the bare term makes D^I_ij ∂ρ_ij by (5.3). The constraint gives −f_n e_n q_ij ∂(P*_in P_jn), since c†Sc = Σ|c|² + Σq_ij P*_i P_j and neither Σ|c|² nor q_ij = Q_ij(0) depends on strain. With ∂ρ_ij = Σ f_n ∂(P*_in P_jn), all three have the common factor. For a real symmetric weight W,

Σ_ij W_ij [(∂P_i)*P_j + P_i* ∂P_j] = 2Re Σ_ij W_ij P_i* ∂P_j

because relabelling i↔j in the first sum makes it the complex conjugate of the second. The projector term is therefore

A_ab = Σ_n f_n Σ_I,ij (D^I_ij − e_n q_ij) 2Re[ P^I_in* ∂P^I_jn/∂ε_ab ]   (7.2)

with ∂P_jn/∂ε_ab = Σ_G (∂β_j/∂ε_ab)* c_n(G) from (3.1). The second bracket of (7.1) gives the augmentation term

B_ab = Σ_I,ij ρ^I_ij Σ_G V*(G) e^(−iG·τ_I) (−G_a ∂_b Q_ij(G))   (7.3)

and the full result is

Ωσ_ab = −Σ_n f_n ΣK_aK_b|c_n|² + ∂E_d/∂ε_ab|_N + ∂E_ion/∂ε_ab + A_ab + B_ab   (7.4)

For one band and one projector A and B reduce to the last two terms of (4.2). ρ_ij is Hermitian and may be complex at a general k; since D, q and Q are symmetric in ij, only Re ρ_ij enters B and the energies. The D part of A is ΣD ∂ρ, but the e q part carries e_n inside the band sum and cannot be written with ρ alone.

The −½δ_ab β of (3.1) contributes 2·(−½δ_ab) P*P, so A splits into a volume part and a shape part:

A_ab(volume) = −δ_ab Σ_n f_n Σ_I,ij (D^I_ij − e_n q_ij) P*_in P_jn   (7.5)

B has no volume part in this bookkeeping. If the augmentation density is instead written with Q_ij(G)/Ω, differentiating the 1/Ω gives −δ_ab Σρ_ij∫V Q_ij. That term is real, but here it is already inside the fixed-N terms of Entry 6, which treat n = N/Ω for the full density. It must be counted once: in B or in Entry 6, not in both and not in neither.

B has a transparent real-space form. By the rules of Entry 3, the transform of ∂(x_b Q)/∂x_a is iG_a·i∂_bQ(G) = −G_a∂_bQ(G). With x = r − τ_I,

B_ab = Σρ_ij ∫V ∂(x_bQ_ij)/∂x_a d³x = −Σ_I,ij ρ^I_ij ∫ (∂V/∂x_a) x_b Q_ij(x) d³x   (7.6)

The fixed-N terms treat the whole density as if it were stretched with the cell. The augmentation charge is rigid, so a piece at x must be moved back by −εx, and B is the work of that move in the potential V. Two limits check (7.6). For constant V, B = 0. For V with a uniform gradient across the atom, B_ab = −(∂V/∂x_a) times the b component of the first moment of the augmentation charge, the energy change on undoing the stretch of a dipole. For a positive augmentation charge sitting in a well that rises outward, x·∇V > 0 and the trace of B is negative.

Entry 8. Radial and angular form

Atomic data come as radial functions times real spherical harmonics. Let β_i(r) = b_l(r)Y_lm(r̂). The expansion e^(−iK·r) = 4πΣ(−i)^l j_l(Kr)Y_lm(K̂)Y_lm(r̂) and the orthonormality of the Y give

β̃_i(K) = 4π(−i)^l F_l(K) Y_lm(K̂),   F_l(K) = ∫r² b_l(r) j_l(Kr) dr

For Q, covariance under rotations and inversion means that Q_ij transforms like the product Y_iY_j. Expanding that product with the real Gaunt coefficients C^LM_ij = ∫Y_iY_jY_LM dΩ_r̂, one has Q_ij(r) = Σ_LM C^LM_ij Q^L_ij(r)Y_LM(r̂), and

Q_ij(G) = 4πΣ_LM (−i)^L C^LM_ij F^L_ij(G) Y_LM(Ĝ),   F^L_ij(G) = ∫r² Q^L_ij(r) j_L(Gr) dr

At G = 0 only L = 0 survives, and C^00_ij = δ_ll′δ_mm′/√(4π), so q_ij vanishes unless i and j have the same l and m, and it does not depend on m.

This part has derived the full stress (7.4), including the projector term A and the augmentation term B, and has written the projectors and augmentation functions in radial and angular form. What remains is to differentiate those forms with respect to strain, check the invariances, state the limits of the result and test it on a worked example.
